# Why a fitted Doniach-Sunjic peak has no finite area

## Definitions and conventions

Let $x=E_B-E_0$ be the binding energy measured from the threshold $E_0$ of a metallic core line. Positive $x$ means that the photoelectron has left energy behind in the metal. The core hole decays so that its amplitude falls as $e^{-\gamma|t|/\hbar}$; $\gamma$ is then the half width at half maximum of the Lorentzian

$$L(y)=\frac{1}{\pi}\frac{\gamma}{y^2+\gamma^2},\qquad \int_{-\infty}^{\infty}L(y)\,dy=1 .$$

The singularity index $\alpha$, with $0<\alpha<1$, measures how strongly the suddenly created hole excites electron-hole pairs. With

$$r=\sqrt{x^2+\gamma^2},\qquad \theta=\arctan(x/\gamma),\qquad -\tfrac{\pi}{2}<\theta<\tfrac{\pi}{2},$$

the Doniach-Sunjic (DS) profile is

$$D(x)=\frac{\Gamma(1-\alpha)}{\pi\,\xi^{\alpha}}\;\frac{\cos[(1-\alpha)\theta-\pi\alpha/2]}{r^{1-\alpha}} .\tag{1}$$

Here $\Gamma$ is the Gamma function and $\xi$ is an energy. In (1) it only sets the scale: a change of $\xi$ can be absorbed in the amplitude multiplying $D$. It has a physical role in a second profile, built from Mahan's exponential cutoff,

$$P(\omega)=\frac{\omega^{\alpha-1}e^{-\omega/\xi}}{\Gamma(\alpha)\,\xi^{\alpha}}\quad(\omega>0),\qquad M(x)=\int_0^\infty P(\omega)\,L(x-\omega)\,d\omega .\tag{2}$$

Since $\int_0^\infty\omega^{\alpha-1}e^{-\omega/\xi}d\omega=\Gamma(\alpha)\xi^\alpha$, $P$ has unit area. Both factors in $M$ are positive, so the order of integration may be exchanged, and $M$ has unit area too.

All quantities are energies or times, so $\hbar$ is the only constant that appears. Instrumental broadening, plasmons, losses on the way to the surface and background subtraction are left out.

## The counter-example

The claim to be examined is that the area under a well-fitted DS peak is the intensity of the line.

Take a line whose intensity is known: the profile $M$, of area one, with round parameters $\alpha=0.10$, $\gamma=0.10$ eV and $\xi=5$ eV. Sample it without noise at 121 points from $-2$ to $1$ eV, and fit a DS profile with free amplitude, position, $\alpha$ and $\gamma$. The result is

- amplitude $0.974$, referred to $\xi=5$ eV in (1);
- threshold shift $1.1$ meV;
- $\alpha=0.0908$ and $\gamma=0.1008$ eV.

The largest misfit is $0.29$ percent of the peak height, so moderate noise would hide it. To find the area, (1) must be integrated.

**The integral.** Put $s=\gamma-ix=re^{-i\theta}$. Then $s^{\alpha-1}=r^{\alpha-1}e^{i(1-\alpha)\theta}$, and (1) becomes

$$D(x)=\frac{\Gamma(1-\alpha)}{\pi\xi^\alpha}\,\mathrm{Re}\left[e^{-i\pi\alpha/2}s^{\alpha-1}\right].\tag{3}$$

Because $ds/dx=-i$, we have $d(s^\alpha)/dx=-i\alpha s^{\alpha-1}$. Multiplying by $i/\alpha$ gives $s^{\alpha-1}=d(is^\alpha/\alpha)/dx$. An antiderivative of $D$ is therefore

$$F(x)=\frac{\Gamma(1-\alpha)}{\pi\alpha\xi^\alpha}\,\mathrm{Re}\left[i\,r^\alpha e^{-i\alpha(\theta+\pi/2)}\right]
=\frac{\Gamma(1-\alpha)}{\pi\alpha}\left(\frac{r}{\xi}\right)^{\alpha}\sin\left[\alpha\left(\theta+\tfrac{\pi}{2}\right)\right],\tag{4}$$

where $\mathrm{Re}(ie^{-i\varphi})=\sin\varphi$ was used. The area from $-L$ to $W$ is $F(W)-F(-L)$.

**The numbers.** The table gives areas from $-10$ eV to $W$. The column "DS" uses (1) with the true parameters and unit amplitude, "fitted DS" uses the fit, and "Mahan" is the line itself.

| $W$ (eV) | DS | fitted DS | Mahan |
|---|---|---|---|
| 10 | 1.119 | 1.079 | 0.988 |
| 100 | 1.414 | 1.335 | 0.997 |
| 1000 | 1.782 | 1.646 | 0.997 |

One fit to one set of data gives areas of $1.08$, $1.33$ and $1.65$, according to where the integration stops. The claim is false. The fault does not lie in the biased fit parameters, since the DS profile with the true parameters behaves in the same way.

The area of the line itself settles at $0.997$. The missing $0.003$ is the Lorentzian tail below $-10$ eV. Its weight is at most $\gamma/(\pi L)=0.1/(10\pi)=0.0032$, because each Lorentzian in (2) is centred at $\omega\ge0$ and $L(y)\le\gamma/(\pi y^2)$.

## The correct statement

For $0<\alpha<1$ and $\gamma>0$:

1. The integral of $D$ converges at negative $x$ and diverges at positive $x$. For fixed $\alpha$ and $W\gg\gamma$ the area up to $W$ is $(W/\xi)^\alpha/\Gamma(1+\alpha)$ to leading order. The relative correction is $-(\alpha\gamma/W)\cot\pi\alpha$, so wider windows are needed as $\alpha$ approaches one.
2. In the model of independent pair excitations with an exponential cutoff, the full line is $M$, with unit area. $D$ is what remains when the long-time form of the core-hole amplitude is used at all times. It describes the line near threshold, where $r\ll\xi$.
3. An absolute intensity therefore needs information about the cutoff. The intensity inferred from a given near-threshold peak is proportional to $\xi^\alpha$. Two lines with equal $\alpha$ and equal $\xi$ can be compared without knowing $\xi$.

At $\alpha=0$ the profile (1) reduces to $L(x)$, whose area is finite. The divergence belongs to the asymmetric line.

## Proof of the first part

At the low-energy end, $x=-L$, the angle $\theta+\pi/2$ equals $\arctan(\gamma/L)$, which is close to $\gamma/L$ for $L\gg\gamma$. Equation (4) gives

$$F(-L)\simeq\frac{\Gamma(1-\alpha)}{\pi\xi^\alpha}\,\frac{\gamma}{L^{1-\alpha}}\;\longrightarrow\;0\qquad(L\to\infty),\tag{5}$$

since $\alpha<1$. So $F(x)$ is the area from $-\infty$ to $x$.

At the upper end, $x=W$, we have $\theta+\pi/2=\pi-\arctan(\gamma/W)\simeq\pi-\gamma/W$. To first order in $\gamma/W$,

$$\sin\left[\pi\alpha-\frac{\alpha\gamma}{W}\right]\simeq\sin\pi\alpha\left[1-\frac{\alpha\gamma}{W}\cot\pi\alpha\right],$$

while $r^\alpha=W^\alpha$ up to relative order $(\gamma/W)^2$. The reflection formula $\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$ simplifies the prefactor:

$$\frac{\Gamma(1-\alpha)\sin\pi\alpha}{\pi\alpha}=\frac{1}{\alpha\Gamma(\alpha)}=\frac{1}{\Gamma(1+\alpha)} .$$

Hence

$$F(W)\simeq\frac{1}{\Gamma(1+\alpha)}\left(\frac{W}{\xi}\right)^{\alpha}\left[1-\frac{\alpha\gamma}{W}\cot\pi\alpha\right],\tag{6}$$

which grows without limit. This proves the first part.

For the example with $W=1000$ eV, the leading term is $200^{0.1}/\Gamma(1.1)=1.69865/0.95135=1.7855$. Equation (5) with $L=10$ eV subtracts $0.0036$, leaving $1.782$, as in the table. The lifetime correction in (6) is below $10^{-4}$ here.

The growth is slow. Doubling a wide window multiplies the area by $2^{0.1}=1.072$. Over a modest range of windows the area can look nearly settled, although it has no limit.

## Proof of the second part

**The core-hole amplitude.** Treat the low-energy pair excitations as independent bosonic modes of energy $\omega_k$, with operators $a_k$. The new core hole couples linearly to them. For one mode, with real coupling $\lambda$,

$$\omega a^\dagger a+\lambda(a+a^\dagger)=\omega b^\dagger b-\frac{\lambda^2}{\omega},\qquad b=a+\beta,\quad \beta=\frac{\lambda}{\omega}.$$

Before the hole appears the mode is in its ground state, $a|0\rangle=0$, so $b|0\rangle=\beta|0\rangle$. Expand $|0\rangle=\sum_m c_m|m\rangle_b$ in the eigenstates of $b^\dagger b$. The component along $|m-1\rangle_b$ gives $\sqrt m\,c_m=\beta c_{m-1}$, hence $c_m=c_0\beta^m/\sqrt{m!}$. Normalization then makes the probability of $m$ quanta a Poisson distribution with mean $n=\beta^2$:

$$|c_m|^2=e^{-n}\frac{n^m}{m!}.$$

With energies measured from the new ground state, which is the threshold, the amplitude for the mode is

$$\sum_m|c_m|^2e^{-im\omega t/\hbar}=\exp\left[n\left(e^{-i\omega t/\hbar}-1\right)\right].$$

Independent modes multiply, so their exponents add.

The distribution of $n$ over energy is the input of the model. For a constant density of states $\rho$ and a weak contact potential $V$, the density of pairs with energy $\omega$ is $\rho^2\omega$, because the hole level can lie anywhere within $\omega$ below the Fermi energy. Each pair is excited with probability $V^2/\omega^2$ in lowest order. The product varies as $1/\omega$. Calling its coefficient $\alpha$ and adding a smooth cutoff, we take

$$\sum_k n_k\,\delta(\omega-\omega_k)=\frac{\alpha}{\omega}e^{-\omega/\xi}.$$

The amplitude is then $g(t)=e^{\alpha J(t)}$ with

$$J(t)=\int_0^\infty\frac{d\omega}{\omega}\,e^{-\omega/\xi}\left(e^{-i\omega t/\hbar}-1\right).$$

Clearly $J(0)=0$. Differentiation removes the factor $1/\omega$:

$$\frac{dJ}{dt}=-\frac{i}{\hbar}\int_0^\infty e^{-\omega(1/\xi+it/\hbar)}d\omega=-\frac{i\xi/\hbar}{1+i\xi t/\hbar}.$$

Integrating from $t=0$ gives $J=-\ln(1+i\xi t/\hbar)$, and therefore

$$g(t)=\left(1+\frac{i\xi t}{\hbar}\right)^{-\alpha},\qquad g(0)=1.\tag{7}$$

**The spectrum.** The energy distribution of the excitations is the function whose transform $\int e^{-i\omega t/\hbar}(\dots)\,d\omega$ equals $g(t)$. For $P$ of equation (2) this transform is

$$\int_0^\infty P(\omega)e^{-i\omega t/\hbar}d\omega=\frac{1}{\Gamma(\alpha)\xi^\alpha}\,\Gamma(\alpha)\left(\frac1\xi+\frac{it}{\hbar}\right)^{-\alpha}=g(t),$$

so $P$ is the spectrum before lifetime broadening. Setting $t=0$ shows that its area is $g(0)$: the unit area expresses the fact that the excitation probabilities add up to one.

The decay factor $e^{-\gamma|t|/\hbar}$ turns $P$ into $M$. With $g(-t)=g(t)^*$ and $u=t/\hbar$, the inverse transform is

$$M(x)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{-(\gamma-ix)u}\,(1+i\xi u)^{-\alpha}\,du .\tag{8}$$

**Where DS comes from.** For $\xi u\gg1$ the last factor tends to $(i\xi u)^{-\alpha}=e^{-i\pi\alpha/2}(\xi u)^{-\alpha}$. Use this form at all times. Since $\int_0^\infty e^{-su}u^{-\alpha}du=\Gamma(1-\alpha)s^{\alpha-1}$ for $\alpha<1$ and $\mathrm{Re}\,s>0$, equation (8) becomes (3), which is the DS profile. For $\alpha\ge1$ the integral diverges at $u=0$, and this derivation fails.

The origin of the infinite area is now visible. The area of a spectrum is the value of its time amplitude at $t=0$. The true amplitude is one there, whereas the long-time form $(i\xi t/\hbar)^{-\alpha}$ is infinite. In the example the power law sets in after times of order $\hbar/\xi=0.13$ fs, and the amplitude decays in $\hbar/\gamma=6.6$ fs. The shape near the peak is governed by the longer time, the area by the shorter one.

**How close the two profiles are.** In the energy picture, the long-time form amounts to dropping $e^{-\omega/\xi}$ from $P$. Hence

$$D(x)-M(x)=\int_0^\infty\frac{\omega^{\alpha-1}\left(1-e^{-\omega/\xi}\right)}{\Gamma(\alpha)\xi^\alpha}\,L(x-\omega)\,d\omega>0 .$$

Since $1-e^{-\omega/\xi}\le\omega/\xi$, the difference is at most

$$\frac{1}{\Gamma(\alpha)\xi^{1+\alpha}}\int_0^\infty\omega^\alpha L(x-\omega)\,d\omega ,$$

which converges because $\alpha<1$. Substituting $\omega=rv$ at fixed $\theta$ shows that this bound is $r^\alpha/\xi^{1+\alpha}$ times a function of $\theta$ and $\alpha$. By (1), $D$ is $r^{\alpha-1}/\xi^\alpha$ times another such function. The ratio of these two functions of $\theta$ is continuous, because $D>0$, and it stays finite at both ends. As $\theta\to\pi/2$ the Lorentzian picks out $\omega=x$, and the bound divided by $D$ tends to $x/\xi$. As $\theta\to-\pi/2$, $L(x-\omega)\to\gamma/[\pi(|x|+\omega)^2]$. Using $\int_0^\infty v^{p-1}(1+v)^{-2}dv=\Gamma(p)\Gamma(2-p)$ with $p=1+\alpha$ and $p=\alpha$, the bound divided by $D$ tends to $\alpha|x|/[(1-\alpha)\xi]$. For fixed $\alpha<1$ the relative difference is thus at most of order $r/\xi$, which proves the second part.

Further out, where $x\gg\gamma$ and $P(x)$ is much larger than the Lorentzian tail $\gamma/(\pi x^2)$ of the main peak, the ratio $M/D$ is close to $e^{-x/\xi}$. For $\gamma=0.001$ eV and $x=\xi=5$ eV the computed ratio is $0.3683$, against $e^{-1}=0.3679$. For the example line, with $\gamma=0.10$ eV, that tail is still about a sixth of $P$ at $5$ eV and the ratio is $0.41$. At still larger $x$, $P(x)$ drops below the Lorentzian tail $\gamma/(\pi x^2)$, and this estimate no longer holds. That tail is integrable, so the area stays finite.

## What a cutoff does and does not supply

**The inferred intensity depends on $\xi$.** Suppose a line of intensity $N$ is seen near threshold as $N D(x)$. By (1) the data fix $K=N/\xi^\alpha$, so

$$N=K\xi^\alpha .\tag{9}$$

For the fit above, with $\alpha=0.0908$, an assumed $\xi$ of $2.5$, $5$ or $10$ eV gives a total of $0.915$, $0.974$ or $1.037$. The last follows from the second as $0.974\times2^{0.0908}=1.037$. Each doubling of $\xi$ raises the answer by about $6.5$ percent. Even the correct $\xi=5$ eV gives a result $2.6$ percent below the true intensity. $D$ lies above $M$ across the fit window (shown above), and the fit lowers both $\alpha$ and the amplitude. With $\alpha$ held at $0.10$ the shortfall is $1.2$ percent; the rest comes with the lowered $\alpha$. The shortfall also depends on the fit window: it is $1.4$ percent for a fit from $-0.3$ to $0.2$ eV and $3.8$ percent for a fit from $-5$ to $4$ eV.

The cutoff thus makes the area finite but does not measure it. A DS fit fixes only $K$, and only to the extent that the line has the DS form across the fit window; when the fitted $\alpha$ differs from the true one, the fitted and true $K$ even have different dimensions, energy$^{-\alpha}$, so their ratio depends on the energy unit (for the fit above the numerical value of $K$ is about one percent low with energies in eV and about five percent high with energies in meV). A value of $\xi$ has to come from the departure of the line from the DS form, or from a calculation of the pair excitations. That departure is at most of relative order $r/\xi$, so it is small near threshold, and it depends on the form of the cutoff.

**No universal window replaces it.** Setting the leading term of (6) equal to one gives the window in which the DS area happens to be right:

$$W^*=\xi\,\Gamma(1+\alpha)^{1/\alpha}\qquad(\gamma\ll W^*).$$

For $\alpha=0.10$ and $\xi=5$ eV this is $3.04$ eV. For the example line, integrated from $-10$ eV, the window is $3.44$ eV, because the corrections in (5) and (6) lower the area and a wider window must make up for them. Either way, finding the window requires $\xi$.

**The exponential is one choice.** Replace $e^{-\omega/\xi}$ in $J$ by a sharp cutoff at $\omega=\Lambda$. Let $\Theta$ be the unit step. The exponent changes by

$$\int_0^\infty\frac{d\omega}{\omega}\left[\Theta(\Lambda-\omega)-e^{-\omega/\xi}\right]\left(e^{-i\omega t/\hbar}-1\right).$$

The bracket divided by $\omega$ is integrable, so at long times the oscillating term averages to zero. The remaining term is

$$-\int_0^\infty\frac{d\omega}{\omega}\left[\Theta(\Lambda-\omega)-e^{-\omega/\xi}\right]=-\ln\frac{\Lambda}{\xi}-\gamma_E ,$$

where $\gamma_E$ is Euler's constant, from $\int_0^1(1-e^{-y})dy/y-\int_1^\infty e^{-y}dy/y=\gamma_E$. Added to the long-time value $J\simeq-\ln(i\xi t/\hbar)$, this gives $-\ln(i\Lambda e^{\gamma_E}t/\hbar)$. The long-time law, and with it the DS limit of the line, is the same as for an exponential cutoff with $\xi=\Lambda e^{\gamma_E}=1.781\,\Lambda$. The total is again $g(0)=1$. This argument covers the region near threshold, $r\ll\xi$. At positive $x$ comparable with the cutoff the two lines differ strongly. Far out on either side both approach the same Lorentzian tail $\gamma/(\pi x^2)$, since both have unit area. For $\alpha=0.10$, $\gamma=0.10$ eV and $\Lambda=2.81$ eV (so $\xi=5$ eV), the sharp and exponential lines are $2.272$ and $2.265$ per eV at $x=0$, but $0.113$ and $0.098$ per eV at $x=1$ eV.

## Comparing two lines

**Equal $\alpha$ and equal $\xi$.** By (9) the factor $\xi^\alpha$ cancels in the ratio of intensities, leaving the ratio of the amplitudes $K$. The ratio of DS areas in a common wide window tends to the same number, since the leading term of (6) does not contain $\gamma$. This completes the proof of the third part. The cancellation needs one common $\alpha$ in both fits, and the bias of a finite fit window remains. For two lines $M$ of equal intensity with $\alpha=0.10$, $\xi=5$ eV and $\gamma=0.10$ and $0.30$ eV, fitted from $-2$ to $1$ eV with $\alpha$ held at $0.10$, the broad-to-narrow ratio is $0.989$. Fitted with free $\alpha$ they return $0.0908$ and $0.0862$, and the ratio becomes $0.999$, $0.992$ or $0.984$ for an assumed $\xi$ of $1$, $5$ or $25$ eV.

Peak heights do not have this property. Writing $x=\gamma\tan\theta$ and $r=\gamma/\cos\theta$ in (1) shows that $D$ is $\gamma^{\alpha-1}$ times a function of $\theta$, so its maximum scales as $\gamma^{\alpha-1}$. For two DS profiles of equal amplitude with $\gamma=0.10$ and $0.30$ eV, the height ratio is $3^{0.9}=2.69$, while the DS areas from $-1000$ to $1000$ eV agree to about one part in $10^4$.

**Different $\alpha$.** For equal intensities and equal $\xi$, equation (6) gives the ratio of DS areas

$$\frac{F_2(W)}{F_1(W)}\simeq\frac{\Gamma(1+\alpha_1)}{\Gamma(1+\alpha_2)}\left(\frac W\xi\right)^{\alpha_2-\alpha_1},$$

which drifts with the window. With $\alpha_1=0.05$, $\alpha_2=0.20$, $\gamma=0.10$ eV and $\xi=5$ eV, the ratio of areas taken from $-10$ eV is $1.18$, $1.45$ and $1.78$ for $W=10$, $40$ and $160$ eV. The corresponding Mahan ratios are $0.989$, $1.000$ and $1.000$. Stating a common window makes such a DS comparison reproducible, but does not turn it into a ratio of intensities.

In a measured spectrum, the distant tail also overlaps with the losses and background left out here. An intensity quoted for an asymmetric line should therefore state the cutoff or window, and how the background was separated from the tail. The numerical check tests the profiles against direct convolution, and the area law and the unit area against quadrature.

## Calculated quantities

```
alpha = 0.10, gamma = 0.10 eV, xi = 5.0 eV
cutoff time hbar/xi = 0.1316 fs
amplitude decay time hbar/gamma = 6.582 fs
growth exponent of DS area, 1000 to 2000 eV = 0.10002
DS area factor per doubling of a wide window = 1.0718
Areas from -10 eV to W (true intensity 1):
  W =      5 eV: DS 1.0410, Mahan 0.9661
  W =     10 eV: DS 1.1195, Mahan 0.9879
  W =     20 eV: DS 1.2019, Mahan 0.9948
  W =     40 eV: DS 1.2895, Mahan 0.9961
  W =    100 eV: DS 1.4142, Mahan 0.9966
  W =   1000 eV: DS 1.7818, Mahan 0.9969
Mahan area from -400 to 400 eV = 0.999841
outer Lorentzian tails beyond that window = 0.000159
Mahan/DS at x = 5 eV, gamma = 0.001 eV: 0.3683
exp(-x/xi) at x = 5 eV: 0.3679
window of accidental equality, narrow line = 3.037 eV
same window for the example line = 3.443 eV
effective xi / sharp cutoff = 1.7811
DS fit from -2 to 1 eV, 121 points:
  amplitude = 0.9740 (referred to xi = 5 eV)
  threshold shift = 1.107 meV
  alpha = 0.0908, gamma = 0.10077 eV
  largest misfit / peak height = 0.287 percent
  fitted DS area from -10 to 10 eV = 1.0791
  fitted DS area from -10 to 100 eV = 1.3347
  fitted DS area from -10 to 1000 eV = 1.6465
  total inferred with assumed xi = 2.5 eV: 0.9146
  total inferred with assumed xi = 5.0 eV: 0.9740
  total inferred with assumed xi = 10.0 eV: 1.0373
Equal alpha and amplitude, gamma = 0.10 and 0.30 eV:
  peak-height ratio narrow/broad = 2.6879
  DS area ratio broad/narrow, -1000 to 1000 eV = 0.99987
Equal true intensity, alpha = 0.20 over 0.05:
  drift exponent of DS area ratio = 0.15000
  W =   10 eV: DS ratio 1.1767, Mahan ratio 0.9894
  W =   40 eV: DS ratio 1.4491, Mahan ratio 1.0001
  W =  160 eV: DS ratio 1.7847, Mahan ratio 1.0002
```
